**Generalised oscillator strength for ionisation of hydrogenic 1s: closed form, Bethe ridge and Compton profile**

For one non-relativistic electron and a fixed nucleus with $Z=1$, in atomic units, $df/dE=2^9E(q^2+2E/3)D^{-3}e^{-2\theta/k}/(1-e^{-2\pi/k})=(2E/q^3)J(y)R$, where $q$ is the momentum transfer, $k$ the ejected momentum, $E=(1+k^2)/2$, $D=[(q+k)^2+1][(q-k)^2+1]$, $\theta=\arg(q^2-k^2+1+2ik)$ and $y=(E-q^2/2)/q$. Here $J=8/[3\pi(1+y^2)^3]$ is the 1s Compton profile and $R=1+r_1/q+r_2/q^2+\dots$ is the ratio of the exact result to the impulse form. The program asserts that the Nordsieck integral, the complex amplitude and the closed form (also at $Z=2$) agree with partial-wave sums built from numerically integrated Coulomb waves, and that the algebraic identities and angular integrals of the derivation hold. It asserts the normalisation and Bethe sum rules and the threshold value against bound-state quadrature, and $J$ against a numerical Fourier transform. It also asserts the factorisation, the coefficients $r_1$ and $r_2$ with two of their moments, the peak shifts $+1/4$ and $-1/12$ hartree, the width, the $L^1$ rate $(22/3\pi-\pi/2)/q$, the growth of the weight near the ridge and the tail exponents $-7/2$ and $-5$. At $q=10\ \text{Å}^{-1}$ the output shows a ridge at 381.0 eV, a width of 146.7 eV, a peak of $df/dE$ at 387.8 eV and an $L^1$ distance of 0.144 from $J$. At $q=2\ \text{Å}^{-1}$ the distance is 0.83 and about a tenth of the strength goes to bound states, so the Compton limit has not been reached.

## Program and output

```python
# Generalised oscillator strength density for ionisation of hydrogenic 1s (atomic units).
# q momentum transfer, k ejected momentum, E = Z^2/2 + k^2/2 energy transfer. For Z = 1:
#   df/dE = 2^9 E (q^2+2E/3) D^-3 exp(-2 theta/k)/(1-exp(-2 pi/k)),
#   D = [(q+k)^2+1][(q-k)^2+1], theta = arg(q^2-k^2+1+2ik)
#   df/dE = (2E/q^3) J(y) R, y = (E-q^2/2)/q, J = 8/(3 pi (1+y^2)^3) Compton profile,
#   R = (1+y/2q)(pi/q)/sinh(pi/k) exp(-(2/k) atan((qy-1)/k)) = 1 + r1/q + r2/q^2 + ...
# Independent roads: partial waves from the radial equation, bound-state quadrature,
# numerical Fourier transform, symbolic algebra, numerical limits.
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import (loggamma, gammaln, spherical_jn, eval_legendre,
                           eval_genlaguerre, zeta)
from scipy.constants import physical_constants as pc
pi = np.pi
HA = pc['Hartree energy in eV'][0]
A0 = pc['Bohr radius'][0]*1e10

def gos_k(q, k):
    E = 0.5*(1+k*k)
    D = ((q+k)**2+1)*((q-k)**2+1)
    th = np.arctan2(2*k, q*q-k*k+1)
    return 512*E*(q*q+2*E/3)/D**3*np.exp(-2*th/k)/(-np.expm1(-2*pi/k))
def gos(q, E, Z=1.0):
    return gos_k(q/Z, np.sqrt(2*E/Z**2-1))/Z**2
def J(y): return 8/(3*pi*(1+y*y)**3)
def R(q, y):
    k = np.sqrt(q*q+2*q*y-1)
    return (1+y/(2*q))*(pi/q)/np.sinh(pi/k)*np.exp(-2/k*np.arctan((q*y-1)/k))
def r1(y): return 1.5*y-2*np.arctan(y)
def r2(y): return r1(y)**2/2+1.5-pi**2/6-9*y*y/8+2*y*np.arctan(y)
def impulse(q, E): return 2*E/q**3*J((E-q*q/2)/q)
def pieces(f, pts):
    return sum(quad(f, a, b, epsabs=1e-11, epsrel=1e-10, limit=400)[0]
               for a, b in zip(pts[:-1], pts[1:]))

def grid(rmax, h):
    x, w = np.polynomial.legendre.leggauss(16)
    left = np.arange(0, rmax-1e-9, h)[:, None]
    return (left+h*(x+1)/2).ravel(), np.tile(w*h/2, len(left))

def coulomb_F(k, Z, lmax, r):
    # regular Coulomb waves: power series near the origin, then the radial equation
    l = np.arange(lmax+1)[:, None]
    eta = -Z/k
    logC = l*np.log(2)-pi*eta/2+loggamma(l+1+1j*eta).real-gammaln(2*l+2)
    def series(x):
        x = x[None, :]
        old = np.zeros((lmax+1, x.size)); t = old+1; S = t.copy(); xdS = old.copy()
        for n in range(1, 90):
            old, t = t, (-2*Z*x*t-k*k*x*x*old)/(n*(n+2*l+1))
            S += t; xdS += n*t
        pref = np.exp(logC+(l+1)*np.log(k*x))
        return pref*S, pref*((l+1)*S+xdS)/x
    r0 = min(3/Z, 5/k)
    inner = r <= r0
    F0, dF0 = [v[:, 0] for v in series(np.array([r0]))]
    ll = (l*(l+1.0))[:, 0]; n = lmax+1
    rhs = lambda x, u: np.concatenate([u[n:], (ll/x**2-2*Z/x-k*k)*u[:n]])
    size = 1e-12*np.hypot(F0, dF0)
    sol = solve_ivp(rhs, (r0, r[-1]), np.concatenate([F0, dF0]), method='DOP853',
                    t_eval=r[~inner], rtol=1e-11, atol=np.concatenate([size, size]))
    assert sol.success
    return np.hstack([series(r[inner])[0], sol.y[:n]])

def gos_partial_waves(q, k, Z=1.0):
    lmax = int(17*q/Z)+14
    r, w = grid(32/Z, 0.5/Z)
    l = np.arange(lmax+1)
    u1s = 2*Z**1.5*r*np.exp(-Z*r)
    M = np.sqrt(2/(pi*k))*(coulomb_F(k, Z, lmax, r)*spherical_jn(l[:, None], q*r))@(u1s*w)
    terms = (2*l+1)*M**2
    assert terms[-1] < 1e-9*terms.sum()
    return (Z*Z+k*k)/q**2*terms.sum()

# symbolic identities
qs, ks, mu = sp.symbols('q k mu', real=True)
As = 1+qs**2+ks**2-2*qs*ks*mu; Gs = qs**2+(1-sp.I*ks)**2
assert sp.expand((1-sp.I/ks)*Gs+(1+sp.I/ks)*As-2*qs*(qs-ks*mu-sp.I*mu)) == 0
Ds = ((qs+ks)**2+1)*((qs-ks)**2+1); ss = 1+qs**2+ks**2; bs = 2*qs*ks
assert sp.expand(Gs*sp.conjugate(Gs)-Ds) == 0 and sp.expand(ss**2-bs**2-Ds) == 0
assert sp.expand(4*qs**2+(1+ks**2-qs**2)**2-Ds) == 0
assert sp.expand(qs**2*(3*ss**2+bs**2)-4*ss*bs**2+(1+ks**2)*(ss**2+3*bs**2)
                 - (3*qs**2+1+ks**2)*Ds) == 0
s, b = 4.7, 3.6
for n, num in enumerate([3*s*s+b*b, 4*s*b, s*s+3*b*b]):
    val = quad(lambda m: m**n/(s-b*m)**4, -1, 1, epsabs=1e-13)[0]
    assert abs(val/(2*num/(3*(s*s-b*b)**3))-1) < 1e-9

# Nordsieck integral and complex amplitude against partial waves
q, k, lmax = 1.5, 1.2, 50
a = 1/k; r, w = grid(32, 0.5); l = np.arange(lmax+1)
F = coulomb_F(k, 1.0, lmax, r)
for lt in (0, 7):
    assert abs(F[lt, 600]-float(mp.coulombf(lt, -a, k*r[600]))) < 1e-8
Fj = F*spherical_jn(l[:, None], q*r)/(k*r)
phase = np.exp(1j*loggamma(l+1-1j*a).imag)
Nconj = (2*pi)**-1.5*np.exp(pi*a/2+loggamma(1-1j*a))
def overlap(radial, m):
    return (2*pi)**-1.5*4*pi*np.sum((2*l+1)*phase*eval_legendre(l, m)*(Fj@(radial*r*r*w)))
def amplitude(m):
    A = 1+q*q+k*k-2*q*k*m; G = q*q+(1-1j*k)**2
    return 16*np.sqrt(pi)*Nconj*q*A**(1j*a-2)*G**(-1j*a-1)*(q-k*m-1j*m)
outside = 0
for m in (-0.6, 0.2, 0.9):
    for lam in (0.8, 1.3):
        A = lam**2+q*q+k*k-2*q*k*m; G = q*q+(lam-1j*k)**2
        outside += abs(G-A) > A
        closed = Nconj*4*pi*A**(1j*a-1)*G**(-1j*a)
        assert abs(overlap(np.exp(-lam*r)/r, m)/closed-1) < 1e-7
    assert abs(overlap(np.exp(-r)/np.sqrt(pi), m)/amplitude(m)-1) < 1e-7
assert outside > 0   # some cases lie outside the convergence disc of the series
ang = quad(lambda m: abs(amplitude(m))**2, -1, 1, epsabs=1e-13)[0]
assert abs((1+k*k)/q**2*k*2*pi*ang/gos_k(q, k)-1) < 1e-9

# closed form against partial waves, both signs of q^2-k^2+Z^2, and Z scaling
for qq, kk, Z in [(0.1, 0.3, 1.0), (0.5, 2.5, 1.0), (3.0, 0.8, 1.0), (3.0, 4.5, 2.0)]:
    assert abs(gos_partial_waves(qq, kk, Z)/gos(qq, (Z*Z+kk*kk)/2, Z)-1) < 1e-7

# Compton profile from a numerical Fourier transform of the 1s function
def phi_p(p):
    return (2*pi)**-1.5*4*pi/p*quad(lambda x: x*np.exp(-x)/np.sqrt(pi), 0, 45,
                                    weight='sin', wvar=p, epsabs=1e-12, limit=200)[0]
xg, wg = np.polynomial.legendre.leggauss(40)
for y in (0.0, 0.7, 2.0):
    t0 = np.arctan(y); t = t0+(pi/2-t0)*(xg+1)/2; p = np.tan(t)
    val = 2*pi*np.sum(wg*(pi/2-t0)/2*np.array([phi_p(v)**2 for v in p])*p*(1+p*p))
    assert abs(val/J(y)-1) < 1e-7

# bound states by quadrature; tail n > 14 from a fit of n^3 times weight in 1/n^2
rb, wb = grid(40, 0.5)
def bound(q, N=14):
    weight = {}
    for n in range(1, N+1):
        tot = 0.0
        for lb in range(n):
            nrm = np.exp(0.5*(3*np.log(2/n)+gammaln(n-lb)-np.log(2*n)-gammaln(n+lb+1)))
            Rn = nrm*np.exp(-rb/n)*(2*rb/n)**lb*eval_genlaguerre(n-lb-1, 2*lb+1, 2*rb/n)
            tot += (2*lb+1)*np.sum(wb*rb**2*Rn*spherical_jn(lb, q*rb)*2*np.exp(-rb))**2
        weight[n] = tot
    ns = np.arange(1, N+1); S = np.array([weight[n] for n in ns])
    f = (1-1.0/ns**2)/q**2*S
    out = []
    for v in (S, f):
        c = np.polynomial.Polynomial.fit(1.0/ns[5:]**2, (ns**3*v)[5:], 5).convert().coef
        out += [v.sum()+sum(cj*zeta(3+2*j, N+1) for j, cj in enumerate(c)), c[0]]
    return out[0], out[2], out[3]
def sums(q):
    Sb, fb, thr = bound(q)
    pts = [0, q, q+10, np.inf]
    fc = pieces(lambda k: gos_k(q, k)*k, pts)
    Sc = pieces(lambda k: gos_k(q, k)*k*q*q/(1+k*k), pts)
    assert abs(fb+fc-1) < 1e-7 and abs(Sb+Sc-1) < 1e-7
    assert abs(thr/gos_k(q, 1e-5)-1) < 1e-5 and fb <= 1/q**2
    return fb, fc
for qq in (0.5, 2.0): sums(qq)

# factorisation, expansion, moments of the corrections
for qq, y in [(1.2, 0.3), (3.0, -1.0), (3.0, 6.0), (20.0, 0.5)]:
    E = qq*qq/2+qq*y
    assert abs(gos(qq, E)/(impulse(qq, E)*R(qq, y))-1) < 1e-11
for y in (-1.5, 0.0, 0.7, 2.0):
    v = lambda x: x*x*(gos(x, x*x/2+x*y)/impulse(x, x*x/2+x*y)-1-r1(y)/x)
    assert abs(2*v(2000.)-v(1000.)-r2(y)) < 2e-4
line = [-np.inf, 0, np.inf]
assert abs(pieces(lambda y: y*J(y)*r1(y), line)) < 1e-8
assert abs(pieces(lambda y: J(y)*r2(y), line)) < 1e-8

def shape(q, y, S=False):   # q df/dE, or q S, as a function of y
    E = q*q/2+q*y
    return q*gos(q, E)*(q*q/(2*E) if S else 1)
def y_thr(q): return (1-q*q)/(2*q)
def peak(q, S=False):
    return minimize_scalar(lambda y: -np.log(shape(q, y, S)), bounds=(-0.5, 0.5),
                           method='bounded', options={'xatol': 1e-11}).x
def l1(q):
    yt = y_thr(q)
    pts = [yt]+[v for v in (-5, -1, 0, 1, 5) if v > yt]+[np.inf]
    return pieces(J, [-np.inf, yt])+pieces(lambda y: abs(shape(q, y)-J(y)), pts)
def window(q, h): return pieces(lambda y: shape(q, y), [-h, 0, h])
def fwhm(q):
    yp = peak(q); g = lambda y: shape(q, y)-shape(q, yp)/2
    return q*(brentq(g, yp, 3)-brentq(g, -2, yp))
c_l1 = 22/(3*pi)-pi/2; half = np.sqrt(2**(1/3)-1)
assert abs(100*peak(100.)-0.25) < 1e-3 and abs(100*peak(100., True)+1/12) < 1e-3
assert abs(100*l1(100.)-c_l1) < 2e-3
assert abs(fwhm(100.)/(200*half)-1) < 1e-3
w20, w100 = window(20., 1.0), window(100., 5.0)
slope = lambda f: np.log(f(2., 2e7)/f(2., 1e7))/np.log(2)
assert abs(gos(2., 1e7)*1e7**3.5/(8*np.sqrt(2)/(3*pi))-1) < 2e-3
assert abs(slope(gos)+3.5) < 1e-3 and abs(slope(impulse)+5) < 1e-3

# worked example, Z = 1, fixed nucleus
print(f"Hartree = {HA:.4f} eV, bohr = {A0:.6f} angstrom, ionisation energy = {HA/2:.4f} eV")
print(f"optical df/dE at threshold = {gos_k(0.0, 1e-6)/HA:.5f} 1/eV")
print(f"J(0) = {J(0):.5f}, half width of J in y = {half:.5f} (dimensionless)")
print(f"r2(0) = {r2(0):.5f}, L1 coefficient = {c_l1:.5f} (dimensionless)")
print(f"limit peak shifts: df/dE {HA/4:+.3f} eV, S {-HA/12:+.3f} eV")
print(f"tail exponents at q a0 = 2: exact {slope(gos):.3f}, impulse {slope(impulse):.3f}")
q = 10*A0; Er = q*q/2
print(f"q = 10 1/angstrom, q a0 = {q:.5f}")
print(f"ridge energy q^2/2 = {Er*HA:.3f} eV, energy per unit y = {q*HA:.3f} eV")
print(f"threshold y = {y_thr(q):.4f}")
for y in (-1.0, 0.0, 1.0):
    E = Er+q*y; k = np.sqrt(2*E-1); pw = gos_partial_waves(q, k)
    assert abs(pw/gos(q, E)-1) < 1e-7
    print(f"y = {y:+.0f}: E = {E*HA:.3f} eV, k = {k/A0:.4f} 1/angstrom, J = {J(y):.5f}")
    print(f"  df/dE closed {gos(q, E)/HA:.6e}, partial waves {pw/HA:.6e} 1/eV")
    print(f"  df/dE impulse {impulse(q, E)/HA:.6e}, J/q {J(y)/q/HA:.6e} 1/eV")
    print(f"  R = {R(q, y):.5f}, r1 = {r1(y):.5f}, r2 = {r2(y):.5f}")
    print(f"  1+r1/q = {1+r1(y)/q:.5f}, 1+r1/q+r2/q^2 = {1+r1(y)/q+r2(y)/q**2:.5f}")
yp, ys = peak(q), peak(q, True)
print(f"peak of df/dE at {(Er+q*yp)*HA:.3f} eV, shift {q*yp*HA:+.3f} eV")
print(f"peak height of df/dE = {shape(q, yp)/q/HA:.6e} 1/eV")
print(f"peak of S at {(Er+q*ys)*HA:.3f} eV, shift {q*ys*HA:+.3f} eV")
print(f"FWHM exact {fwhm(q)*HA:.2f} eV, Compton profile {2*q*half*HA:.2f} eV")
print(f"FWHM over ridge energy = {fwhm(q)/Er:.4f}")
fb, fc = sums(q)
print(f"bound f = {fb:.4e}, continuum f = {fc:.7f}, bound on bound f = {1/q**2:.4f}")
print(f"weight in |y|<1: exact {window(q, 1.0):.5f}, J {pieces(J, [-1, 1]):.5f}")
print(f"L1 distance = {l1(q):.5f}, asymptotic {c_l1/q:.5f}")
w5 = window(q, 0.05*q)
assert w5 < w20 < w100 and w100 > 0.999
print(f"weight within 10% of ridge energy: {w5:.4f} here")
print(f"  {w20:.4f} at q a0 = 20, {w100:.5f} at q a0 = 100")
q2 = 2*A0; fb2, fc2 = sums(q2)
assert l1(q2) > 2*l1(q) and fb2 > 0.05
print(f"q = 2 1/angstrom, q a0 = {q2:.5f}, ridge energy = {q2*q2/2*HA:.3f} eV")
print(f"  threshold y = {y_thr(q2):.4f}, R(y=0) = {R(q2, 0.0):.5f}")
print(f"  bound f = {fb2:.5f}, continuum f = {fc2:.5f}, L1 distance = {l1(q2):.4f}")
print("no test failed")
```

Output:

```
Hartree = 27.2114 eV, bohr = 0.529177 angstrom, ionisation energy = 13.6057 eV
optical df/dE at threshold = 0.05744 1/eV
J(0) = 0.84883, half width of J in y = 0.50982 (dimensionless)
r2(0) = -0.14493, L1 coefficient = 0.76348 (dimensionless)
limit peak shifts: df/dE +6.803 eV, S -2.268 eV
tail exponents at q a0 = 2: exact -3.500, impulse -5.000
q = 10 1/angstrom, q a0 = 5.29177
ridge energy q^2/2 = 380.998 eV, energy per unit y = 143.996 eV
threshold y = -2.5514
y = -1: E = 237.002 eV, k = 7.6573 1/angstrom, J = 0.10610
  df/dE closed 4.715972e-04, partial waves 4.715972e-04 1/eV
  df/dE impulse 4.583589e-04, J/q 7.368466e-04 1/eV
  R = 1.02888, r1 = 0.07080, r2 = 0.30337
  1+r1/q = 1.01338, 1+r1/q+r2/q^2 = 1.02421
y = +0: E = 380.998 eV, k = 9.8198 1/angstrom, J = 0.84883
  df/dE closed 5.864189e-03, partial waves 5.864189e-03 1/eV
  df/dE impulse 5.894773e-03, J/q 5.894773e-03 1/eV
  R = 0.99481, r1 = 0.00000, r2 = -0.14493
  1+r1/q = 1.00000, 1+r1/q+r2/q^2 = 0.99482
y = +1: E = 524.995 eV, k = 11.5855 1/angstrom, J = 0.10610
  df/dE closed 1.010093e-03, partial waves 1.010093e-03 1/eV
  df/dE impulse 1.015334e-03, J/q 7.368466e-04 1/eV
  R = 0.99484, r1 = -0.07080, r2 = 0.30337
  1+r1/q = 0.98662, 1+r1/q+r2/q^2 = 0.99745
peak of df/dE at 387.792 eV, shift +6.794 eV
peak height of df/dE = 5.903725e-03 1/eV
peak of S at 378.757 eV, shift -2.241 eV
FWHM exact 146.72 eV, Compton profile 146.83 eV
FWHM over ridge energy = 0.3851
bound f = 1.6942e-06, continuum f = 0.9999983, bound on bound f = 0.0357
weight in |y|<1: exact 0.92044, J 0.92441
L1 distance = 0.14447, asymptotic 0.14428
weight within 10% of ridge energy: 0.4180 here
  0.9241 at q a0 = 20, 0.99990 at q a0 = 100
q = 2 1/angstrom, q a0 = 1.05835, ridge energy = 15.240 eV
  threshold y = -0.0567, R(y=0) = 0.86582
  bound f = 0.09916, continuum f = 0.90084, L1 distance = 0.8320
no test failed
```
